# A small Richardson constant without a small contact area

## What symmetry fixes

A contact between a metal and an n-type semiconductor has a saturation current density \(J_0\), defined here per unit of nominal contact area. For thermionic emission over a single barrier \(\Phi\),

\[
J_0=A^*T^2e^{-x\Phi},\qquad x=\frac{1}{kT},
\]

where \(A^*\) is the Richardson constant. Energies are in eV and \(k\) is in eV/K. The Richardson plot shows \(y=\ln(J_0/T^2)\) against \(x\), with \(J_0/T^2\) expressed in the units of \(A^*\). A straight line on it has slope \(-\Phi\) and meets \(x=0\) at \(\ln A^*\).

Now let the barrier vary over the contact as a Gaussian of mean \(M\) and spread (standard deviation) \(\sigma\), with every part conducting in parallel and having the same \(A^*\). Draw the tangent to the plot at \(T_0\), where \(x=x_0=1/kT_0\), and call its intercept \(\ln A_{\rm app}\). Three arguments fix the form of \(A_{\rm app}/A^*\) before any integral is done.

- **Shift.** Raising every barrier by \(\delta\) multiplies \(J_0\) by \(e^{-\delta x}\), which adds \(-\delta x\) to \(y\). This changes the slope and not the intercept, so \(M\) drops out.
- **Dimensions.** The ratio is a pure number, and the energies left are \(\sigma\) and \(kT_0\). It depends on \(\sigma/kT_0\).
- **Additivity.** Write \(\Phi=M+u+v\), with \(u\) and \(v\) independent Gaussian variables of zero mean. The average of \(e^{-x\Phi}\) factorizes, so the contributions of \(u\) and \(v\) to \(y\) add, and so do their tangent intercepts. The variances also add. A continuous function of the variance with this property is proportional to it.

Hence \(\ln(A_{\rm app}/A^*)=-c\,(\sigma/kT_0)^2\), with a number \(c\) still to be found.

## The counter-example

The inference to be refuted runs: the measured constant is a small fraction of \(A^*\), so the metal touches the semiconductor over that small fraction of the nominal area. Take instead a contact that conducts over its whole area. Its patches are independent, and \(M\), \(\sigma\) and \(A^*\) do not depend on temperature. Adding the patch currents gives

\[
\frac{J_0}{A^*T^2}=\int_{-\infty}^{\infty}\frac{d\Phi}{\sigma\sqrt{2\pi}}
\exp\!\left[-\frac{(\Phi-M)^2}{2\sigma^2}-x\Phi\right].
\]

Put \(\Phi=M+w\). The exponent becomes \(-xM-w^2/2\sigma^2-xw\), and completing the square gives

\[
-\frac{w^2}{2\sigma^2}-xw=-\frac{(w+\sigma^2x)^2}{2\sigma^2}+\frac{\sigma^2x^2}{2}.
\]

The remaining Gaussian integrates to one, because shifting its centre does not change its area. Therefore

\[
y(x)=\ln A^*-Mx+\tfrac12\sigma^2x^2 .
\]

The slope at \(x_0\) is \(y'(x_0)=-M+\sigma^2x_0\), so the barrier read from the tangent is

\[
\Phi_{\rm s}=M-\frac{\sigma^2}{kT_0}.
\]

The tangent's intercept is the ordinate minus slope times abscissa:

\[
\begin{aligned}
\ln A_{\rm app}&=y(x_0)-x_0y'(x_0)\\
&=\ln A^*-Mx_0+\tfrac12\sigma^2x_0^2+Mx_0-\sigma^2x_0^2\\
&=\ln A^*-\tfrac12\sigma^2x_0^2 .
\end{aligned}
\]

So \(c=1/2\), and

\[
\boxed{A_{\rm app}=A^*\exp\!\left[-\frac{\sigma^2}{2(kT_0)^2}\right]}
\]

The minus sign comes from the curvature. The plot bends upward with \(x\), so a tangent drawn at \(x_0\) passes below the true curve at \(x=0\).

**Numbers.** Take \(M=0.80\) eV, \(\sigma=70\) meV, \(A^*=110\) A/(cm² K²) and a contact of 1 mm². At 300 K, \(kT_0=25.852\) meV, so

\[
\frac{\sigma}{kT_0}=\frac{70}{25.852}=2.708,\qquad
\frac12(2.708)^2=3.666,\qquad e^{3.666}\approx39 .
\]

The apparent constant is \(110/39.09=2.81\) A/(cm² K²). The area inference would give \(1/39.09=0.026\) mm² of contact, whereas the model contact conducts over the full 1 mm². A tangent taken numerically from the patch integral gives the same suppression, 39.09.

The tangent barrier is \(0.80-0.070\times2.708=0.61\) eV. Inserting the known \(A^*\) and the nominal area at 300 K alone gives a different barrier, \(-[y(x_0)-\ln A^*]/x_0=M-\sigma^2/(2kT_0)=0.705\) eV. This disagreement does not rule out a small contact. A uniform contact with barrier 0.61 eV on 1/39 of the area has the same current and the same slope at 300 K, and would show the same pair of barriers.

## Where the current flows

Full contact does not mean uniform current. The share of current carried at barrier \(\Phi\) is proportional to the area distribution times \(e^{-x_0\Phi}\). By the square completed above, this is a Gaussian of unchanged spread centred at \(M-\sigma^2/kT_0\), which is the tangent barrier. Half the current therefore crosses barriers below that centre, which lies \(\sigma/kT_0=2.708\) spreads below the mean. The area share there is the normal cumulative probability at \(-2.708\), which is 0.34 %.

Thus 0.0034 mm² carries half the current, and the other half is spread over the rest. Neither this area nor the inferred 0.026 mm² is the contact area. The meaning of the latter follows from a more general law.

## The general statement and its proof

Let \(p(\Phi)\) be any temperature-independent distribution of barriers over the area, for which the integrals below exist. Define

\[
Z(x)=\int p(\Phi)e^{-x\Phi}d\Phi,\qquad
r_x(\Phi)=\frac{p(\Phi)e^{-x\Phi}}{Z(x)} .
\]

Here \(r_x\) is the distribution of the current over barriers. The statement is

\[
A_{\rm app}=A^*e^{-D},\qquad
D=\int r_{x_0}\ln\frac{r_{x_0}}{p}\,d\Phi\ \ge 0 .
\]

\(D\) is the relative entropy of the current distribution with respect to the area distribution. It measures how unevenly the area is used.

**Proof.** Since \(y=\ln A^*+\ln Z\), differentiation gives

\[
y'=\frac{Z'}{Z}=-\int\Phi\,r_x\,d\Phi=-\langle\Phi\rangle_x .
\]

The intercept is \(y(x_0)-x_0y'(x_0)=\ln A^*+\ln Z(x_0)+x_0\langle\Phi\rangle_{x_0}\). From the definition of \(r_x\), \(\ln(r_{x_0}/p)=-x_0\Phi-\ln Z(x_0)\). Averaging this over \(r_{x_0}\) gives

\[
D=-x_0\langle\Phi\rangle_{x_0}-\ln Z(x_0),
\]

so the intercept is \(\ln A^*-D\). For the sign, use \(\ln t\le t-1\) with \(t=p/r_{x_0}\):

\[
-D=\int r_{x_0}\ln\frac{p}{r_{x_0}}d\Phi\le\int(p-r_{x_0})\,d\Phi=0 .
\]

Equality requires \(r_{x_0}=p\), which means a single barrier. ∎

**Missing area.** Suppose a fraction \(f\) of the nominal area conducts, with barrier distribution \(p_a\) inside it, and the rest carries nothing. On the active part the area density is \(fp_a\), so \(\ln(r/fp_a)=-\ln f+\ln(r/p_a)\). Averaging over the current gives \(D=-\ln f+D_a\), where \(D_a\) is the relative entropy within the active part. Hence

\[
\frac{A_{\rm app}}{A^*}=f\,e^{-D_a}.
\]

The area inference sets \(D_a=0\), which holds for a uniform active barrier. The counter-example has \(f=1\) and \(D_a=3.666\). One intercept fixes the product and cannot separate its factors. Since \(e^{-D_a}\le1\), the inferred share is a lower bound on the active share, provided that the barriers do not drift with temperature and \(A^*\) is known.

**Two limits.** For \(\sigma\ll kT_0\) the Gaussian result becomes \(A_{\rm app}\approx A^*(1-\sigma^2/2k^2T_0^2)\), and the effect disappears. On cooling, the Gaussian formula falls without limit, but a real contact has a finite number \(n\) of patches. For equal areas, each patch has area share \(1/n\), and if patch \(i\) carries the current share \(r_i\), then

\[
D=\sum_i r_i\ln(nr_i)=\ln n+\sum_i r_i\ln r_i\le\ln n ,
\]

because each \(r_i\le1\). The suppression cannot exceed \(n\). It approaches \(n\) when one patch takes all the current.

## Telling the two explanations apart

Differentiating \(y'\) once more gives \(y''=\langle\Phi^2\rangle_x-\langle\Phi\rangle_x^2\), the variance of the barriers weighted by current. If the barriers are constant or drift linearly in temperature, a uniform small contact has zero curvature. The Gaussian contact, with a fixed spread, has curvature \(\sigma^2\). Subtracting the tangent from the quadratic \(y(x)\) leaves

\[
\frac{J_0(x)}{J_{\rm tangent}(x)}=\exp\!\left[\tfrac12\sigma^2(x-x_0)^2\right].
\]

At 200 K, \(x=1.5\,x_0\), so \(\sigma(x-x_0)=0.5\times2.708=1.354\) and the ratio is \(e^{0.917}=2.50\). The small uniform contact would stay on the line. For noise-free model data between 200 and 350 K, a quadratic fit returns \(A^*=110.00\) A/(cm² K²) and \(\sigma=70.00\) meV.

Curvature also affects straight-line fits. A line through two points of \(\tfrac12\sigma^2x^2\) is \(\tfrac12\sigma^2[(x_1+x_2)x-x_1x_2]\), as substituting \(x_1\) or \(x_2\) confirms. Its intercept is \(-\tfrac12\sigma^2x_1x_2\). Between 300 and 200 K the log suppression is thus \(1.5\times3.666=5.50\), a factor near 240. A least-squares line through eleven temperatures in that range gives 264, and one over 250–350 K gives 45. "Fortyfold" belongs to the tangent at 300 K.

Capacitance offers a second distinction. For uniform doping \(N\), permittivity \(\varepsilon\), elementary charge \(q\) and reverse bias \(V\), a patch has capacitance per area \(\sqrt{q\varepsilon N/2(\psi+V)}\), where \(\psi\) is its band bending in volts. When the spread of \(\psi\) is small beside \(\psi+V\), the patches respond nearly alike, and for total area \(S\)

\[
\frac{1}{C^2}\approx\frac{2(\bar\psi+V)}{q\varepsilon NS^2},
\]

with \(\bar\psi\) the mean bending. With \(N\) known, the slope gives \(S\). Summing the model's patches between 1 and 5 V gives 0.9998 of the full area and a barrier of 0.797 eV, close to the mean. The patch formula neglects the electron tail at the depletion edge, which replaces \(\psi\) by \(\psi-kT_0\); a real intercept read without this correction would give a barrier about 26 meV lower, with the same area. This measures the depleted area, whether or not all of it passes current.

## Conditions on the factor of forty

**Drift of the mean.** Let the mean be \(M-a(T-T_0)\). Then \(-x[M-a(T-T_0)]=-(M+aT_0)x+axT\), and \(xT=1/k\). The intercept rises by the constant \(a/k\), and the curvature is unchanged:

\[
A_{\rm app}=A^*e^{a/k}e^{-\sigma^2/2k^2T_0^2}.
\]

For \(a=0.10\) meV/K the suppression falls from 39 to 12, and for \(a=0.316\) meV/K it vanishes. A falling mean can thus hide the inhomogeneity and invalidate the lower bound on area. The quadratic fit then still returns \(\sigma\), but its constant is \(A^*e^{a/k}\). A drift that is not linear in temperature adds curvature of its own. A uniform barrier that followed the whole change of silicon's gap would look, in a quadratic fit from 200 to 350 K, like a spread of roughly 17 to 32 meV, depending on the formula used for the gap, so a small measured curvature does not prove inhomogeneity.

**Drift of the spread.** If \(\sigma\) rises at rate \(b\) with temperature, then \(d\sigma/dx=-b/(kx^2)\), because \(T=1/(kx)\). Differentiating \(\tfrac12\sigma^2x^2\) now gives the extra slope \(\sigma x^2\,d\sigma/dx=-\sigma b/k\), which raises the intercept by \(\sigma bx_0/k\). With \(b=0.010\) meV/K the suppression becomes 29.

**The tail.** The dominant barriers lie 2.7 spreads below the mean, so the result relies on the low tail. Removing all barriers more than three spreads below the mean reduces the suppression to 12, and a cut at four spreads gives 26. For the three-spread cut, the relative entropy integrated directly is 2.468, and \(e^{2.468}=11.8\) agrees with the numerical tangent. This tests the general law on a distribution that is not Gaussian.

**Finite sampling.** Sixty simulated contacts, each with a million random patches of 1 µm², gave a median suppression of 37, with the 10th and 90th percentiles at 34 and 43. The upper percentile is poorly fixed by so few contacts: other sets of sixty give 41 to 51, and a much larger sample gives about 46. At 200 K the median excess over each contact's own tangent was 2.22, below the 2.50 of the continuous distribution. There the dominant barriers would lie \(1.5\times2.708=4.06\) spreads below the mean, where a finite contact has few patches.

## Beside a real contact

The parameters are rough values in the regime of a high-barrier silicide, such as platinum silicide, on n-type silicon doped to \(10^{16}\) cm⁻³. The spread of 70 meV is large, and a more uniform interface has a smaller one. Halving it to 35 meV divides the exponent by four and leaves a suppression of \(e^{0.917}=2.5\). The assumption most open to doubt is a mean barrier fixed in temperature. Silicon's gap shrinks by roughly 0.25 meV/K near room temperature, and a barrier that follows 40 % of this change moves the factor from 39 to 12, as computed above. One that follows all of it leaves a factor of only about 2. Two other neglected effects, estimated separately, matter less for the intercept. Image-force lowering, 21 meV at the dominant barrier, changes the suppression to 40. Semiclassical tunnelling, without image rounding or reflection above the barrier, changes it to 41. With the sharp barrier top assumed in that estimate, it multiplies the current at the dominant barrier by about 1.5. This factor should not be carried over to a real contact: the image force rounds and widens the top, and a semiclassical estimate with the rounded top gives, for a tunnelling mass of 0.26 electron masses, an increase of about 2 % when reflection above the top is included, and about 18 % when it is not. For silicon's directional masses, 0.92 and 0.19, these figures range from about 1 to 3 % and from 9 to 21 %. Finally, the depletion width is 0.28 µm at the mean barrier, against a patch side of 1 µm. Patches much smaller than the depletion width would be influenced by their surroundings, and the independent-patch sum would no longer apply with their bare barriers. The numerical output lists the model's main parameters.

## Calculated quantities

```
Temperature of tangent: 300 K
Thermal energy kT: 25.852 meV
Mean barrier: 0.80 eV
Barrier spread: 70 meV
True Richardson constant: 110 A/(cm^2 K^2)
Spread / kT: 2.7077
Half its square (log suppression): 3.6659
Suppression, formula: 39.09
Suppression, tangent from quadrature: 39.09
Apparent Richardson constant: 2.814 A/(cm^2 K^2)
Barrier from tangent slope: 0.6105 eV
Barrier from J0 with known A: 0.7052 eV
Saturation current density: 1.407e-05 A/cm^2
Nominal contact area: 1.0 mm^2
Area wrongly inferred: 0.0256 mm^2
Area share carrying half the current: 0.339 %
J0 at 200 K / tangent line: 2.500
Quadratic fit 200-350 K, A: 110.00 A/(cm^2 K^2)
Quadratic fit 200-350 K, spread: 70.00 meV
Area share from 1/C^2 slope, 1-5 V: 0.9998
Barrier from 1/C^2 intercept: 0.7970 eV
Suppression, line fit 250-350 K: 45.0
Suppression, line fit 200-300 K: 263.9
Assumed fall of mean barrier: 0.10 meV/K
Suppression with that fall: 12.25
Fall that cancels suppression: 0.316 meV/K
Assumed rise of spread: 0.010 meV/K
Suppression with that rise: 28.55
Suppression, tail cut at 3 spreads: 11.79
Suppression, tail cut at 4 spreads: 25.78
Relative entropy, tail cut at 3 spreads: 2.4676
Patch area: 1.0 um^2
Patches per contact: 1000000
Simulated contacts: 60
Simulated suppression, median: 37.2
Simulated suppression, 10th percentile: 33.9
Simulated suppression, 90th percentile: 42.7
Simulated J0 / tangent at 200 K, median: 2.22
Doping: 1.0e+16 cm^-3
Relative permittivity: 11.7
Tunnelling mass: 0.26 electron masses
Density-of-states mass: 1.08 electron masses
Depletion width at mean barrier: 0.277 um
Band bending at dominant barrier: 0.405 eV
Peak field at dominant barrier: 0.0354 MV/cm
Image lowering there: 20.9 meV
Suppression with image lowering: 40.21
Tunnelling energy E00: 1.065 meV
Tunnelling current factor there: 1.466
Suppression with tunnelling: 41.22
```
